# Thermal Angle Noise of a Read Sensor: Equipartition and First Correction

## Two layers with the same stiffness

A magnetic layer measuring 30 × 30 × 4 nm, with magnetization $10^6$ A/m and an in-plane stiffness field of 0.1 T, is held at 300 K. Equipartition gives its in-plane angle an rms fluctuation of 6.146 degrees. A numerical Boltzmann average over all directions gives 6.166 degrees if the stiffness comes from a bias field. If it comes from uniaxial anisotropy, the average over one planar well gives 6.220 degrees. The excess in variance over equipartition is 0.65 % in the first case and 2.43 % in the second, although both energies have the same curvature at the minimum.

The leading result explains the common 6 degrees. The first correction explains why one excess is nearly four times the other.

## The energy and the small parameter

Assume that the layer turns as one rigid moment $m=M_sV$, where $M_s$ is the magnetization and $V$ the volume. Its unit direction is $\mathbf n$, with equilibrium along $x$ and the film normal along $z$. Let $\phi$ be the in-plane angle from $x$, $\lambda$ the angle out of the plane, and $u=\sin\lambda=n_z$. Fields are in tesla, so moment times field is an energy.

The stiffness field $B$ is defined by the curvature at equilibrium,
$$\frac{\partial^2E}{\partial\phi^2}=M_sVB .$$
A bias field $B$ along $x$ has energy $-mBn_x$, with $n_x=\sqrt{1-u^2}\cos\phi$, and this has the required curvature.

The shape energy is $\tfrac12\mu_0M_s^2V(N_xn_x^2+N_yn_y^2+N_zn_z^2)$. For a square layer $N_x=N_y$. Since $n_x^2+n_y^2=1-u^2$, it becomes a constant plus $\tfrac12mB_su^2$, where
$$B_s=\mu_0M_s(N_z-N_x).$$
Shape therefore gives a strictly rigid moment no in-plane stiffness; in this model $B$ has to come from a bias field or from material anisotropy. A real square layer is not strictly rigid, and the in-plane stiffness that shape then contributes is sized in the section on non-uniformity.

To find $N_z$, magnetize the layer along $z$. Its two faces, of side $L$ and separation $t$, carry magnetic charge densities $\pm M_s$. Equating their total magnetostatic energy, self-energies included, to $\tfrac12\mu_0M_s^2VN_z$ gives
$$N_z=\frac{2}{\pi L^2t}\int_0^L\!\!\int_0^L(L-p)(L-q)\left[\frac1\rho-\frac1{\sqrt{\rho^2+t^2}}\right]dp\,dq,$$
with $\rho^2=p^2+q^2$. The factor $4(L-p)(L-q)$ counts pairs of face points with separations $\pm p,\pm q$; its 4 is included in the prefactor. The integral gives $N_z=0.7636$. The three factors add to one, so $N_x=(1-0.7636)/2=0.1182$. The out-of-plane stiffness field is then
$$B_{\rm out}=B+B_s=0.911\ \text{T}.$$

Now divide the energy by $kT$ and define
$$a=\frac{mB}{kT},\qquad a_{\rm out}=\frac{mB_{\rm out}}{kT}.$$
Here $V=3600\ \text{nm}^3$, $m=3.600\times10^{-18}\ \text{A m}^2$, $mB=3.600\times10^{-19}$ J and $kT=4.1419\times10^{-21}$ J. Hence $a=86.92$. The expansion is in powers of $1/a=0.0115$ and $1/a_{\rm out}=0.0013$.

## Leading order

The solid angle is $\cos\lambda\,d\lambda\,d\phi=du\,d\phi$, so the measure in $(\phi,u)$ is flat. Expanding the square root and the cosine gives
$$-\frac{E}{kT}=\text{const}-\frac a2\phi^2-\frac{a_{\rm out}}2u^2+W,$$
$$W=\frac a{24}\phi^4+\frac a4\phi^2u^2-\frac a8u^4+\dots$$

At leading order $W$ is dropped. Angles far from the minimum have exponentially small weight, so the limits can be extended to infinity. The in-plane factor is
$$Z(a)=\int_{-\infty}^{\infty}e^{-a\phi^2/2}d\phi=\sqrt{\frac{2\pi}{a}} .$$
Differentiating with respect to $a$ brings down $-\phi^2/2$, so
$$\langle\phi^2\rangle_0=-2\frac{d\ln Z}{da}=\frac1a=\frac{kT}{M_sVB}.$$

This is equipartition: $\tfrac12M_sVB\langle\phi^2\rangle=\tfrac12kT$. The two angles are coupled in their motion, but the quadratic energy has no $\phi u$ term, so their equilibrium averages separate. For the example,
$$\phi_{\rm rms}=\sqrt{\frac{4.1419\times10^{-21}}{3.600\times10^{-19}}}=\sqrt{0.011505}=0.1073\ \text{rad}=6.146^\circ .$$
The same argument gives an out-of-plane rms angle of $1/\sqrt{a_{\rm out}}$, or 2.04 degrees.

At fixed $M_s$, $B$ and $T$, the rms angle varies as $V^{-1/2}$. Halving the volume raises it by a factor $\sqrt2$, as long as $a$ remains large.

## The first correction

To first order in $W$,
$$\langle\phi^2\rangle=\frac{\langle\phi^2(1+W)\rangle_0}{\langle1+W\rangle_0}
\simeq\langle\phi^2\rangle_0+\langle\phi^2W\rangle_0-\langle\phi^2\rangle_0\langle W\rangle_0 .$$
The Gaussian moments needed are $\langle\phi^4\rangle_0=3/a^2$, $\langle\phi^6\rangle_0=15/a^3$ and $\langle u^2\rangle_0=1/a_{\rm out}$.

The $\phi^4$ term contributes
$$\frac a{24}\left(\frac{15}{a^3}-\frac1a\frac3{a^2}\right)=\frac1{2a^2}.$$
The mixed term contributes
$$\frac a4\frac1{a_{\rm out}}\left(\frac3{a^2}-\frac1{a^2}\right)=\frac1{2a\,a_{\rm out}}.$$
The $u^4$ term is independent of $\phi$ and cancels. Therefore
$$\langle\phi^2\rangle=\frac1a\left[1+\frac1{2a}+\frac1{2a_{\rm out}}+\dots\right].$$

Both corrections are positive. The cosine well rises more slowly than its parabola, and an out-of-plane excursion shortens the in-plane projection on which the bias field acts. Their sizes are 0.575 % and 0.063 %, together 0.64 % of the variance. The full quadrature gives 0.65 %. An rms angle changes by half the relative change in variance, which accounts for the step from 6.146 to 6.166 degrees.

## The uniaxial well and the next order

Planar uniaxial anisotropy with the same curvature has energy $\tfrac12mB\sin^2\phi$. Use $\sin^2\phi=(1-\cos2\phi)/2$ and set $\psi=2\phi$:
$$-\frac{E}{kT}=-\frac a4+\frac a4\cos\psi .$$
One well, $-\pi/2<\phi<\pi/2$, becomes one full turn of $\psi$. The uniaxial problem is thus a planar bias-field problem with $a$ replaced by $a/4$, and $\langle\phi^2\rangle=\tfrac14\langle\psi^2\rangle$. The leading term remains $\tfrac14(4/a)=1/a$, while the relative correction changes from $1/(2a)$ to $2/a$. This is the origin of the factor four.

The first correction is $2/86.92=2.30$ %, against 2.43 % from quadrature. The next order should account for most of the gap. For the planar cosine well put $s=\sqrt a\,\phi$. The anharmonic exponent is
$$\frac{s^4}{24a}-\frac{s^6}{720a^2}+\dots$$
The moments of $s^2,s^4,s^6,s^8,s^{10}$ are $1,3,15,105,945$. The sixth-power term changes $\langle s^2\rangle$ by
$$-\frac{105-1\cdot15}{720a^2}=-\frac1{8a^2}.$$
The quartic term at second order contributes half its squared coefficient times the joint cumulant of $s^2,s^4,s^4$:
$$\frac12\frac1{(24a)^2}\left[945-105-2(3)(15)+2(3)^2\right]=\frac{768}{1152a^2}=\frac2{3a^2}.$$
The sum is $13/(24a^2)$. Replacing $a$ by $a/4$ multiplies it by 16, so in the uniaxial well
$$\langle\phi^2\rangle=\frac1a\left[1+\frac2a+\frac{26}{3a^2}+\dots\right].$$
The new term is 0.115 %, which brings the predicted excess to 2.42 %. Out-of-plane motion, left out of this planar average, would add about $1/a_{\rm out}$, or 0.13 %.

These expansions fail when $a$ is not large. At $a=20$ the first uniaxial correction is already 10 % and the second about 2 %. The uniaxial result also presumes that the moment stays in one well. The barrier is $\tfrac12mB$, or 43 $kT$ here; an average over both wells would not describe a small-angle fluctuation.

## Where the fluctuation lies in frequency

The 6 degrees contain every frequency, whereas a read channel accepts a limited band. To see how much it receives, take the Landau-Lifshitz-Gilbert equation
$$\dot{\mathbf n}=-\gamma\,\mathbf n\times\mathbf B_{\rm eff}+\alpha\,\mathbf n\times\dot{\mathbf n},$$
with $\gamma>0$ and damping $\alpha$. Near equilibrium $\mathbf n\simeq(1,\phi,\lambda)$ and $\mathbf B_{\rm eff}\simeq(B,0,-B_s\lambda)$. The $y$ and $z$ components are
$$\dot\phi=-\gamma B_{\rm out}\lambda-\alpha\dot\lambda,\qquad
\dot\lambda=\gamma B\phi+\alpha\dot\phi .$$
Solve these for the two rates, write $\gamma'=\gamma/(1+\alpha^2)$, and add thermal noise:
$$\dot\phi=-\gamma'(\alpha B\phi+B_{\rm out}\lambda)+\xi_\phi,$$
$$\dot\lambda=\gamma'(B\phi-\alpha B_{\rm out}\lambda)+\xi_\lambda .$$
The noises are independent and white, with $\langle\xi_i(t)\xi_i(t')\rangle=2D\delta(t-t')$. With $X=\langle\phi^2\rangle$, $Y=\langle\lambda^2\rangle$ and $C=\langle\phi\lambda\rangle$, the stationary conditions are
$$\alpha BX+B_{\rm out}C=D/\gamma',$$
$$\alpha B_{\rm out}Y-BC=D/\gamma',$$
$$BX-B_{\rm out}Y=\alpha(B+B_{\rm out})C .$$
Thermal equilibrium requires $X=kT/(mB)$, $Y=kT/(mB_{\rm out})$ and $C=0$. All three conditions then hold if $D=\alpha\gamma'kT/m$. Damping removes energy and noise supplies it in the same proportion, so $\alpha$ cancels from the total variance. Numerical integration of the spectrum for $\alpha=0.01$ and $0.02$ returned the equipartition variance within 0.1 % in both cases.

The spectrum does depend on $\alpha$. At zero frequency the rates vanish. Adding $\alpha$ times the first equation to minus the second eliminates $\lambda$:
$$\phi=\frac{\alpha\xi_\phi-\xi_\lambda}{\gamma'(1+\alpha^2)B}=\frac{\alpha\xi_\phi-\xi_\lambda}{\gamma B}.$$
Each noise has one-sided density $4D$ per hertz, so
$$S(0)=\frac{4D(1+\alpha^2)}{\gamma^2B^2}=\frac{4\alpha kT}{\gamma M_sVB^2}.$$
For $\alpha=0.01$ this is $2.614\times10^{-14}\ \text{rad}^2/\text{Hz}$. A flat spectrum over 2 GHz gives
$$\sqrt{2.614\times10^{-14}\times2\times10^9}=7.23\times10^{-3}\ \text{rad}=0.414^\circ .$$

The integrated spectrum gives 0.423 degrees. The difference comes from the rise towards resonance. For weak damping, differentiate the $\phi$ equation and insert the $\lambda$ equation:
$$\ddot\phi+\omega_0^2\phi=-\gamma B_{\rm out}\xi_\lambda+\dot\xi_\phi,\qquad
\omega_0=\gamma\sqrt{BB_{\rm out}} .$$
With $r=f/f_0$ and $f_0=\omega_0/2\pi=8.46$ GHz, below resonance
$$\frac{S(f)}{S(0)}\simeq\frac{1+r^2B/B_{\rm out}}{(1-r^2)^2}.$$
Averaged up to $r=2/8.46=0.236$, this is about 1.04. The rms angle therefore rises by 2 %, as found.

Less than half a percent of the variance, 0.47 %, lies inside the 2 GHz band; most of the rest is around the resonance. A 10 degree signal rotation is 24 times the in-band rms angle, but less than twice the total.

The two noise measures also respond differently to stiffness. A small, slow signal field $b$ across the layer turns it by $b/B$. The in-band noise angle also varies as $1/B$ when the band lies far below resonance. At fixed $\alpha$, $T$, $m$ and bandwidth, their ratio is then independent of $B$. In equilibrium, stiffening the layer lowers the angle noise but does not improve this magnetic signal-to-noise ratio.

## A current can break equipartition

Current through the junction delivers spin. For current density $J$ and torque efficiency $P$, angular momentum arrives at the rate $P\hbar J/(2e)$ per area. The layer holds $M_st/\gamma$ per area, so the torque has the strength of a field
$$a_J=\frac{\hbar PJ}{2eM_st}.$$
Take 100 mV across a resistance-area product of 0.5 ohm µm² and $P=0.5$. Then $J=2.0\times10^7\ \text{A/cm}^2$ and $a_J=8.23$ mT.

With reference direction $\mathbf p$ in the plane, and with the current sign chosen to oppose damping for $p_x>0$, add
$$\gamma'a_J\,\mathbf n\times(\mathbf n\times\mathbf p)=\gamma'a_J[\mathbf n(\mathbf n\cdot\mathbf p)-\mathbf p].$$
To first order its $y$ and $z$ components are $\gamma'a_J(p_x\phi-p_y)$ and $\gamma'a_Jp_x\lambda$. The constant $p_y$ term produces a static out-of-plane tilt of about $a_J/B_{\rm out}=0.009$ rad, neglected here. The terms in $p_x$ feed both fluctuations.

Let $g=a_Jp_x$. In the stationary conditions $\alpha B$ becomes $\alpha B-g$, and $\alpha B_{\rm out}$ becomes $\alpha B_{\rm out}-g$. For $\alpha$ and $g/B$ both small, the third condition gives $BX\simeq B_{\rm out}Y\equiv w$. Multiply the first condition by $B$, the second by $B_{\rm out}$, and add; the $C$ terms cancel:
$$[\alpha(B+B_{\rm out})-2g]\,w=\frac{\alpha kT}{m}(B+B_{\rm out}).$$
Since $X=w/B$,
$$\langle\phi^2\rangle=\frac{kT}{M_sVB}\,\frac1{1-g/(\alpha\bar B)},\qquad \bar B=\frac{B+B_{\rm out}}2 .$$

If the reference is perpendicular to the layer moment, $g=0$ and equipartition survives at this order. If the signal turns the moment 10 degrees towards the reference, $p_x=\sin10^\circ$ and $g=1.43$ mT. The damping field is $\alpha\bar B=5.06$ mT. The variance is multiplied by 1.394, and the rms angle becomes 7.26 degrees. A 10 degree turn the other way reverses $g$ and gives about 5.4 degrees. These figures keep $B$ at 0.1 T. If a transverse field turns a layer held by a bias field, the total field grows by 1.5 % and both rms angles are lower by just under 1 %. The total angle noise then depends on the signal. The low-frequency density hardly changes: at zero frequency the $\lambda$ equation still gives $\phi\simeq-\xi_\lambda/(\gamma B)$ when $\alpha$ and $g/B$ are small.

The linear theory loses stability at $p_x=5.06/8.23=0.61$. Near that point the formula diverges and nonlinear motion must be followed.

A simulation of the nonlinear equation, with 2000 moments per case started at the energy minimum and given time to reach a steady state, gave 6.22 degrees without current, 6.22 with a perpendicular reference and 7.23 with the tilted one. The first two exceed the quadrature value by 0.9 %. The sampling scatter of each rms value is about 0.5 % (one standard deviation), and the finite time step adds about 0.1 %. The increase on tilting is far larger than that scatter.

## Non-uniformity, heating and quantum effects

The stiffness of a biased layer may vary from edge to centre. Model it as $B[1+h\cos(2\pi x/L)]$ and keep two modes,
$$\phi(x)=q_0+\sqrt2\,q_1\cos(2\pi x/L).$$
With exchange stiffness $A$, the exchange energy density $A(d\phi/dx)^2$ averages to $A(2\pi/L)^2q_1^2$. The energy per moment is
$$\frac Em=\frac B2q_0^2+\frac{B+B_{\rm ex}}2q_1^2+\frac{hB}{\sqrt2}q_0q_1,\qquad
B_{\rm ex}=\frac{2A}{M_s}\left(\frac{2\pi}L\right)^2 .$$
Integrating the Gaussian over $q_1$ completes the square and lowers the stiffness of the average angle $q_0$ to
$$B-\frac{h^2B^2}{2(B+B_{\rm ex})}.$$
For $A=15$ pJ/m, $B_{\rm ex}=1.316$ T. Even with $h=0.5$ the variance rises by only 0.89 %, because exchange makes the non-uniform mode stiff. A finite-difference calculation with many modes gives the same figure. This small value belongs to the symmetric profile: a one-sided variation $B[1+h\cos(\pi x/L)]$ couples to a mode with a quarter of the exchange field, and the same formula gives 3.0 %. Neither calculation includes non-uniform magnetostatic fields, and for this layer they matter more. The demagnetizing field of a square prism is strongest at the edges and cants the edge moments by about 6 degrees. With that field resolved across the layer, a 0.1 T bias along an edge gives a variance about 12 % above $kT/(M_sVB)$, or 6.5 degrees, and a bias along a diagonal about 9 % below, or 5.9 degrees. This exceeds the anharmonic corrections derived above, which hold for a rigid moment. The formula keeps its form if $B$ is read as the actual stiffness of the averaged angle, here roughly 10 mT away from the applied field.

Heating by 50 K, with $M_s$ and $B$ held fixed, multiplies the rms angle by $\sqrt{350/300}=1.08$, giving 6.64 degrees. For an undamped mode, quantum mechanics replaces $kT$ by $kT\,x\coth x\simeq kT(1+x^2/3)$, with $x=\hbar\omega_0/(2kT)$. The relative change in variance is then $1.5\times10^{-7}$. Damping adds a quantum term that depends on the frequency up to which Gilbert damping holds. For a cutoff energy well above $kT$ it is of order $\alpha\hbar\gamma B/(\pi kT)$ times a logarithm of the cutoff. For $\alpha=0.01$ it is about $10^{-6}$ at a cutoff of 0.1 eV and $3.5\times10^{-6}$ at 1 eV, and it falls below the undamped term for cutoffs under about 15 meV. It is negligible in every case.

## The estimate beside a real sensor

The dimensions and magnetization are in the regime of a metallic free layer in a hard-disk tunnelling sensor. The damping, exchange stiffness, junction values, signal rotation and 50 K of heating are rough typical choices, not data for one product; the current density is high and makes spin torque prominent. Of the departures sized here, the largest is the failure of equilibrium under current: it moves the rms angle by 18 % at the stated rotation. Magnetic noise from neighbouring layers and electrical shot and Johnson noise are outside the estimate and would add to the sensor output. For the free layer alone and without spin torque, about 6 degrees describes the total motion of the layer-averaged angle, and about 0.4 degrees its part in a 2 GHz band. Non-uniform thermal modes make the local angle fluctuate more. They cancel in the average only for a quadratic energy and a uniform internal field. The demagnetizing field of a square layer is not uniform, so they couple to the average already at quadratic order and shift its variance by about 10 % here, an effect the rigid-moment model leaves out. The values behind both figures are listed in the numerical output below.

## Calculated quantities

```
layer side, thickness: 30, 4 nm
magnetization: 1.0e+06 A/m; stiffness field: 0.10 T
temperature: 300 K
volume: 3600 nm^3
magnetic moment: 3.600e-18 A m^2
thermal energy kT: 4.1419e-21 J
stiffness energy Ms V B: 3.6000e-19 J
ratio Ms V B / kT: 86.92
angle variance, equipartition: 0.011505 rad^2
rms angle, equipartition: 0.1073 rad
rms angle, equipartition: 6.146 deg
rms angle, sphere quadrature: 6.166 deg
variance excess, bias field: 0.65 %
rms angle, uniaxial well: 6.220 deg
variance excess, uniaxial: 2.43 %
demagnetizing factors Nz, Nx: 0.7636, 0.1182
out-of-plane stiffness field: 0.9110 T
rms out-of-plane angle: 2.036 deg
damping: 0.010; read bandwidth: 2.0 GHz
resonance frequency: 8.459 GHz
low-frequency density S(0): 2.614e-14 rad^2/Hz
rms angle inside read bandwidth: 0.423 deg
share of variance in bandwidth: 0.473 %
flat-spectrum in-band estimate: 0.414 deg
resistance-area product: 0.50 ohm um^2
bias: 100 mV; torque efficiency: 0.50
current density: 2.00e+07 A/cm^2
spin-torque field: 8.228 mT
damping field alpha(B+B_out)/2: 5.055 mT
signal rotation: 10 deg
variance factor from torque: 1.394
weak-damping torque factor: 1.394
rms angle with torque, linear: 7.256 deg
instability threshold of m0.p: 0.614
simulated rms, no current: 6.22 deg
simulated rms, perpendicular: 6.22 deg
simulated rms, tilted: 7.23 deg
quantum variance excess: 1.53e-07 (fraction)
exchange stiffness: 15 pJ/m
stiffness modulation: 50 %
exchange field of that modulation: 1.316 T
variance excess, modulation: 0.891 %
mesh shift, 100 to 200 cells: -2.1e-04 %
self-heating: 50 K
rms angle with self-heating: 6.638 deg
```
